# Band-Filling Error of a Shallow Donor in a 1000 Cubic Angstrom Supercell: verification in Python

```python
"""Band-filling energy of one donor electron in a periodic supercell.

Result under test: dE = (3/5) (hbar^2 / 2m) (3 pi^2 / V)^(2/3), where V is the
supercell volume, m the band mass, and dE the mean energy above the band edge
for a spin-degenerate parabolic band with dense k sampling.
Energies are in eV and lengths in angstrom. The tests fill explicit k-mesh
levels; further calculations size effects outside the parabolic-band model.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import erfc, expit, spherical_jn

KINETIC = const.hbar**2 / (2 * const.m_e * const.e) * 1e20  # eV angstrom^2
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10    # eV angstrom
volume = 1000.0
mass = 0.3
permittivity = 9.0       # rough value for zinc oxide
gap = 3.4                # eV, rough value for zinc oxide
atom_volume = 12.0       # angstrom^3, rough value for zinc oxide
temperature = 300.0      # K
target_error = 0.05      # eV
side = volume ** (1 / 3)


def filling_formula(cell_volume, band_mass):
    return 0.6 * KINETIC / band_mass * (3 * np.pi**2 / cell_volume) ** (2 / 3)


def mean_filled(levels, filled_states):
    """Mean energy when the lowest states are filled, the last one partly."""
    ordered = np.sort(np.ravel(levels))
    whole = int(filled_states)
    total = ordered[:whole].sum()
    total += (filled_states - whole) * ordered[whole]
    return total / filled_states


def folded_levels(cell, mesh, masses, shift=0.0):
    """Free-band levels at all mesh points, including folded bands."""
    reciprocal = 2 * np.pi * np.linalg.inv(cell).T
    axis = (np.arange(mesh) + shift) / mesh
    axis = axis - np.floor(axis + 0.5)
    line = np.concatenate([axis - 1, axis, axis + 1])
    fractions = np.stack(np.meshgrid(line, line, line, indexing="ij"), -1)
    k_vectors = fractions.reshape(-1, 3) @ reciprocal
    return KINETIC * (k_vectors**2 / np.asarray(masses)).sum(axis=1)


def mesh_error(cell, mesh, masses=(mass,) * 3, shift=0.0, spins=2):
    levels = folded_levels(cell, mesh, masses, shift)
    return mean_filled(levels, mesh**3 / spins)


# Main result and its test by explicit filling
k_fermi = (3 * np.pi**2 / volume) ** (1 / 3)
e_fermi = KINETIC * k_fermi**2 / mass
error = filling_formula(volume, mass)
cube = side * np.eye(3)
gamma_meshes = {n: mesh_error(cube, n) for n in (1, 2, 3, 4, 8, 16, 32)}
shifted_meshes = {n: mesh_error(cube, n, shift=0.5) for n in (2, 4, 8)}
assert abs(gamma_meshes[32] - error) < 0.003
assert abs(gamma_meshes[1]) < 1e-12
count = np.sum(folded_levels(cube, 32, (mass,) * 3) < e_fermi) / 32**3
assert abs(count - 0.5) < 0.01

# The dense limit depends on volume, not on cell shape
short = (volume / 2) ** (1 / 3)
long_cell = np.diag([short, short, 2 * short])
fcc_side = (4 * volume) ** (1 / 3)
fcc_cell = fcc_side / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
long_error = mesh_error(long_cell, 24)
fcc_error = mesh_error(fcc_cell, 24)
assert abs(long_error - error) < 0.005
assert abs(fcc_error - error) < 0.005

# Anisotropic mass, full spin polarization and a larger cell
masses = np.array([0.25, 0.25, 0.432])
dos_mass = np.prod(masses) ** (1 / 3)
aniso_error = mesh_error(cube, 24, masses)
assert abs(aniso_error - filling_formula(volume, dos_mass)) < 0.005
polarized = 2 ** (2 / 3) * error
polarized_mesh = mesh_error(cube, 24, spins=1)
assert abs(polarized_mesh - polarized) < 0.008
large_volume = volume * (error / target_error) ** 1.5
large_mesh = mesh_error(large_volume ** (1 / 3) * np.eye(3), 16)
assert abs(large_mesh / target_error - 1) < 0.02


# Two-band non-parabolicity: E (1 + alpha E) = hbar^2 k^2 / 2m
def nonparabolic_mean(alpha):
    def energy(x):
        parabolic = e_fermi * x**2
        return 2 * parabolic / (1 + np.sqrt(1 + 4 * alpha * parabolic))
    return quad(lambda x: 3 * x**2 * energy(x), 0, 1)[0]


alpha = (1 - mass) ** 2 / gap
nonparabolic = nonparabolic_mean(alpha)
small_alpha = 0.001 * alpha
slope = (nonparabolic_mean(small_alpha) - error) / small_alpha
assert abs(slope / (-3 * e_fermi**2 / 7) - 1) < 0.002

# Thermal occupation at fixed electron number
thermal = const.k * temperature / const.e
root_energy = np.linspace(0, np.sqrt(3 * e_fermi), 20001)
energy_grid = root_energy**2


def thermal_moment(mu, power):
    occupation = expit((mu - energy_grid) / thermal)
    return trapezoid(2 * root_energy**power * occupation, root_energy)


electron_integral = 2 / 3 * e_fermi**1.5
mu = brentq(lambda m: thermal_moment(m, 2) - electron_integral,
            0.5 * e_fermi, 1.5 * e_fermi)
warm_error = thermal_moment(mu, 4) / electron_integral
sommerfeld = error * (1 + 5 * np.pi**2 / 12 * (thermal / e_fermi) ** 2)
assert abs(warm_error - sommerfeld) < 2e-5

# Periodic screened donor potential in plane waves, with zero cell average
waves = np.array([n for n in itertools.product(range(-3, 4), repeat=3)
                  if np.dot(n, n) <= 9])
difference_sq = ((waves[:, None] - waves[None]) ** 2).sum(axis=2)
g_unit = 2 * np.pi / side
off_diagonal = difference_sq > 0
donor_matrix = np.zeros(difference_sq.shape)
donor_matrix[off_diagonal] = -4 * np.pi * COULOMB / (
    permittivity * volume * g_unit**2 * difference_sq[off_diagonal])


def donor_levels(k_fraction, strength):
    kinetic = KINETIC / mass * g_unit**2
    diagonal = kinetic * ((waves + k_fraction) ** 2).sum(axis=1)
    return np.linalg.eigvalsh(np.diag(diagonal) + strength * donor_matrix)


def donor_mean(strength):
    levels = []
    half_axis = (np.arange(6) + 0.5) / 12
    for k in itertools.combinations_with_replacement(half_axis, 3):
        copies = len(set(itertools.permutations(k)))
        levels.extend(np.repeat(donor_levels(np.array(k), strength)[:8], copies))
    return mean_filled(levels, 6**3 / 2)


donor_shift = donor_mean(1.0) - donor_mean(0.0)
edge_shift = donor_levels(np.zeros(3), 1.0)[0]
assert donor_shift < 0
center = int(np.where((waves == 0).all(axis=1))[0][0])
wave_sq = (waves**2).sum(axis=1)
others = wave_sq > 0
second_order = -np.sum(donor_matrix[center, others] ** 2
                       / (KINETIC / mass * g_unit**2 * wave_sq[others]))
weak_shift = donor_levels(np.zeros(3), 0.1)[0]
assert abs(weak_shift / (0.01 * second_order) - 1) < 0.02


# Donor array in a uniform electron background, by Ewald summation
def ewald_potential(split):
    vectors = np.array([n for n in itertools.product(range(-6, 7), repeat=3)
                        if any(n)])
    lengths = np.sqrt((vectors**2).sum(axis=1))
    distance = side * lengths
    g_sq = (g_unit * lengths) ** 2
    real = np.sum(erfc(split * distance) / distance)
    wave = 4 * np.pi / volume * np.sum(np.exp(-g_sq / (4 * split**2)) / g_sq)
    return (real + wave - 2 * split / np.sqrt(np.pi)
            - np.pi / (volume * split**2))


potential = ewald_potential(2 / side)
assert abs(potential - ewald_potential(3 / side)) < 1e-8
madelung = -potential * side
electrostatic = COULOMB * potential / (2 * permittivity)

# Screened exchange: formula against the exchange-hole integral
exchange = -3 * COULOMB * k_fermi / (4 * np.pi * permittivity)
x_grid = np.linspace(1e-5, 300, 300001)
hole = trapezoid(9 * spherical_jn(1, x_grid) ** 2 / x_grid, x_grid)
exchange_hole = -np.pi * COULOMB * hole / (volume * permittivity * k_fermi**2)
assert abs(exchange_hole / exchange - 1) < 1e-3
combined = error + electrostatic + exchange

# Hydrogenic donor: formula against a radial finite-difference solution
orbit_radius = 2 * KINETIC * permittivity / (mass * COULOMB)
binding = COULOMB / (2 * permittivity * orbit_radius)
step = orbit_radius / 60
radius = step * np.arange(1, 1201)
hopping = KINETIC / (mass * step**2)
radial = eigh_tridiagonal(2 * hopping - COULOMB / (permittivity * radius),
                          -hopping * np.ones(len(radius) - 1),
                          select="i", select_range=(0, 0))[0][0]
assert abs(-radial / binding - 1) < 2e-3

print(f"supercell volume: {volume:.0f} angstrom^3")
print(f"cubic cell side: {side:.3f} angstrom")
print(f"rough number of atoms in cell: {volume / atom_volume:.0f}")
print(f"band mass: {mass:.2f} m_e")
print(f"hbar^2/(2 m_e): {KINETIC:.4f} eV angstrom^2")
print(f"electron density: {1e24 / volume:.3e} cm^-3")
print(f"Fermi wave number: {k_fermi:.4f} angstrom^-1")
print(f"Fermi wave number / cubic zone half-width: {k_fermi * side / np.pi:.4f}")
print(f"Fermi energy above band edge: {e_fermi:.4f} eV")
print(f"band-filling error, formula: {error:.4f} eV")
print(f"band-filling error, formula: {1000 * error:.0f} meV")
print(f"states per cell and spin below Fermi energy, 32^3 mesh: {count:.4f}")
for n, value in gamma_meshes.items():
    print(f"filling error, Gamma-centred {n}x{n}x{n}: {value:.4f} eV")
for n, value in shifted_meshes.items():
    print(f"filling error, half-shifted {n}x{n}x{n}: {value:.4f} eV")
print(f"filling error, 1:1:2 cell, 24^3 mesh: {long_error:.4f} eV")
print(f"filling error, fcc cell, 24^3 mesh: {fcc_error:.4f} eV")
print(f"anisotropic test masses: {masses[0]}, {masses[1]}, {masses[2]} m_e")
print(f"density-of-states mass of that band: {dos_mass:.4f} m_e")
print(f"filling error, anisotropic band, 24^3 mesh: {aniso_error:.4f} eV")
print(f"filling error, full spin polarization, formula: {polarized:.4f} eV")
print(f"filling error, full spin polarization, mesh: {polarized_mesh:.4f} eV")
print(f"target filling error: {target_error:.3f} eV")
print(f"volume for target error: {large_volume:.0f} angstrom^3")
print(f"cubic side for target error: {large_volume ** (1 / 3):.1f} angstrom")
print(f"rough atom count for target error: {large_volume / atom_volume:.0f}")
print(f"filling error at that volume, 16^3 mesh: {large_mesh:.4f} eV")
print(f"rough band gap: {gap:.1f} eV")
print(f"non-parabolicity coefficient: {alpha:.4f} eV^-1")
print(f"filling error with non-parabolic band: {nonparabolic:.4f} eV")
print(f"change from non-parabolicity: {nonparabolic - error:.4f} eV")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {thermal:.4f} eV")
print(f"change from thermal occupation: {1000 * (warm_error - error):.2f} meV")
print(f"rough static relative permittivity: {permittivity:.1f}")
print(f"donor-potential shift of mean energy: {1000 * donor_shift:.1f} meV")
print(f"donor-potential shift of Gamma level: {1000 * edge_shift:.1f} meV")
print(f"cubic Madelung constant: {madelung:.4f}")
print(f"donor-array electrostatic energy: {electrostatic:.4f} eV")
print(f"screened exchange energy: {exchange:.4f} eV")
print(f"filling + electrostatic + exchange: {combined:.4f} eV")
print(f"hydrogenic donor orbit radius: {orbit_radius:.2f} angstrom")
print(f"hydrogenic donor binding energy: {binding:.4f} eV")
print(f"donor binding energy, radial grid: {-radial:.4f} eV")
print("no test failed")
```

It prints:

```
supercell volume: 1000 angstrom^3
cubic cell side: 10.000 angstrom
rough number of atoms in cell: 83
band mass: 0.30 m_e
hbar^2/(2 m_e): 3.8100 eV angstrom^2
electron density: 1.000e+21 cm^-3
Fermi wave number: 0.3094 angstrom^-1
Fermi wave number / cubic zone half-width: 0.9847
Fermi energy above band edge: 1.2155 eV
band-filling error, formula: 0.7293 eV
band-filling error, formula: 729 meV
states per cell and spin below Fermi energy, 32^3 mesh: 0.4997
filling error, Gamma-centred 1x1x1: 0.0000 eV
filling error, Gamma-centred 2x2x2: 0.9401 eV
filling error, Gamma-centred 3x3x3: 0.7840 eV
filling error, Gamma-centred 4x4x4: 0.7246 eV
filling error, Gamma-centred 8x8x8: 0.7259 eV
filling error, Gamma-centred 16x16x16: 0.7294 eV
filling error, Gamma-centred 32x32x32: 0.7293 eV
filling error, half-shifted 2x2x2: 0.9401 eV
filling error, half-shifted 4x4x4: 0.7051 eV
filling error, half-shifted 8x8x8: 0.7344 eV
filling error, 1:1:2 cell, 24^3 mesh: 0.7294 eV
filling error, fcc cell, 24^3 mesh: 0.7294 eV
anisotropic test masses: 0.25, 0.25, 0.432 m_e
density-of-states mass of that band: 0.3000 m_e
filling error, anisotropic band, 24^3 mesh: 0.7292 eV
filling error, full spin polarization, formula: 1.1577 eV
filling error, full spin polarization, mesh: 1.1577 eV
target filling error: 0.050 eV
volume for target error: 55705 angstrom^3
cubic side for target error: 38.2 angstrom
rough atom count for target error: 4642
filling error at that volume, 16^3 mesh: 0.0500 eV
rough band gap: 3.4 eV
non-parabolicity coefficient: 0.1441 eV^-1
filling error with non-parabolic band: 0.6566 eV
change from non-parabolicity: -0.0727 eV
temperature: 300 K
thermal energy kT: 0.0259 eV
change from thermal occupation: 1.36 meV
rough static relative permittivity: 9.0
donor-potential shift of mean energy: -6.3 meV
donor-potential shift of Gamma level: -4.6 meV
cubic Madelung constant: 2.8373
donor-array electrostatic energy: -0.2270 eV
screened exchange energy: -0.1182 eV
filling + electrostatic + exchange: 0.3841 eV
hydrogenic donor orbit radius: 15.88 angstrom
hydrogenic donor binding energy: 0.0504 eV
donor binding energy, radial grid: 0.0504 eV
no test failed
```
